# Spin-orbit splitting at K in trigonal-prismatic MX2 monolayers: a numerical check

```python
# Result under test: at the K point of a trigonal-prismatic MX2 monolayer the
# valence state (metal d, m=-2) is spin split by 2*zeta_M*w_d + zeta_X*w_p,
# first order in the metal coupling zeta_M.  The conduction state (m=0) has
# no first-order metal term: only zeta_X*w_p and second-order terms remain.
# w_d, w_p: metal and chalcogen weights; splitting = E(up) - E(down).
# Energies are in hartree inside the program and printed in millihartree (mHa).
import numpy as np
from scipy.linalg import expm, block_diag
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
a, height = 6.0, 3.0                      # bohr
E_even, E_odd, E_p = 0.0, 0.060, -0.120   # d(m=0,+-2), d(m=+-1), p
pd_sigma, pd_pi = 0.080, -0.048           # metal-chalcogen bond integrals
dd_sigma, dd_pi, dd_delta = -0.020, 0.010, 0.0
zeta_M, zeta_X = 0.003, 0.002


def angular(l):
    m = np.arange(-l, l + 1)
    raising = np.diag(np.sqrt(l*(l+1) - m[:-1]*(m[:-1]+1.0)), -1)
    return np.diag(m).astype(float), raising


LZ = {l: angular(l)[0] for l in (1, 2)}
LP = {l: angular(l)[1] for l in (1, 2)}


def rotation(l, theta, phi):
    Ly = (LP[l] - LP[l].T) / 2j
    return expm(-1j*phi*LZ[l]) @ expm(-1j*theta*Ly)


bond_dp = np.zeros((5, 3))
bond_dp[1, 0] = bond_dp[3, 2] = pd_pi
bond_dp[2, 1] = pd_sigma
bond_dd = np.diag([dd_delta, dd_pi, dd_sigma, dd_pi, dd_delta])
radius = a / np.sqrt(3)
tilt = np.arctan2(radius, height)
hops_dp, hops_dd = [], []
for phi in np.deg2rad([90, 210, 330]):
    delta = radius*np.array([np.cos(phi), np.sin(phi)])
    for start, theta in ((5, tilt), (8, np.pi - tilt)):
        T = rotation(2, theta, phi) @ bond_dp @ rotation(1, theta, phi).conj().T
        hops_dp.append((start, delta, T))
for phi in np.deg2rad(np.arange(0, 360, 60)):
    R = a*np.array([np.cos(phi), np.sin(phi)])
    U = rotation(2, np.pi/2, phi)
    hops_dd.append((R, U @ bond_dd @ U.conj().T))


# Orbital order: d m=-2..2, upper p m=-1..1, lower p m=-1..1
def spinless(k, bias=0.0):
    H = np.diag([E_even, E_odd, E_even, E_odd, E_even]
                + [E_p + bias/2]*3 + [E_p - bias/2]*3).astype(complex)
    for R, T in hops_dd:
        H[:5, :5] += np.exp(1j*k @ R)*T
    for start, delta, T in hops_dp:
        H[:5, start:start+3] += np.exp(1j*k @ delta)*T
    H[5:, :5] = H[:5, 5:].conj().T
    assert np.allclose(H, H.conj().T, atol=1e-13)
    return H


def orbital_operators(zm, zx):
    return (block_diag(zm*LZ[2], zx*LZ[1], zx*LZ[1]),
            block_diag(zm*LP[2], zx*LP[1], zx*LP[1]))


def splittings(k, zm, zx, flips=True):
    """Signed valence and conduction splittings from full diagonalization."""
    Z, P = orbital_operators(zm, zx)
    H = np.kron(np.eye(2), spinless(k)) + np.kron(np.diag([0.5, -0.5]), Z)
    if flips:
        F = 0.5*np.kron(np.array([[0, 0], [1, 0]]), P)
        H = H + F + F.T
    E, C = np.linalg.eigh(H)
    sz = np.sum(abs(C[:11])**2, axis=0) - np.sum(abs(C[11:])**2, axis=0)
    result = []
    for i in (12, 14):
        sign = 1 if sz[i+1] > sz[i] else -1
        result.append(sign*(E[i+1] - E[i]))
    return np.array(result)


K = np.array([4*np.pi/(3*a), 0.0])
H_K = spinless(K)
E, C = np.linalg.eigh(H_K)
W = abs(C)**2
v, c = 6, 7                               # seven filled spinless bands

# Symmetry content of the two band-edge states
outside_v = 1 - W[0, v] - W[5, v] - W[8, v]
outside_c = 1 - W[2, c] - W[7, c] - W[10, c]
assert abs(outside_v) < 1e-12 and abs(outside_c) < 1e-12
assert W[0, v] > 0.5 and W[2, c] > 0.5
# The other three metal orbitals and their only chalcogen partners
for d_index, partners in ((4, (6, 9)), (3, (5, 8)), (1, (6, 9))):
    others = [j for j in range(5, 11) if j not in partners]
    assert np.max(abs(H_K[d_index, others])) < 1e-12
    assert np.linalg.norm(H_K[d_index, list(partners)]) > 0.01
assert np.max(abs(H_K[:5, :5] - np.diag(np.diag(H_K[:5, :5])))) < 1e-12
# Controls: away from K, and with the mirror broken
W_off = abs(np.linalg.eigh(spinless(0.8*K))[1])**2
mixed_off = 1 - W_off[0, v] - W_off[5, v] - W_off[8, v]
assert mixed_off > 1e-4
W_bias = abs(np.linalg.eigh(spinless(K, bias=0.02))[1])**2
assert W_bias[3, v] > 1e-5 and W_bias[1, c] + W_bias[3, c] < 1e-12

# Weights of the upper state of each two-level block
blocks = {}
for m in (-2, 0, -1, 1):
    i = m + 2
    level, g = H_K[i, i].real, np.linalg.norm(H_K[i, 5:])
    D = level - E_p
    root = np.sqrt(D*D + 4*g*g)
    weight = 0.5*(1 + D/root)
    members = np.where(W[i] > 1e-6)[0]
    assert len(members) == 2
    lower, upper = members
    assert abs(W[i, upper] - weight) < 1e-11
    assert abs(E[upper] - (level + E_p + root)/2) < 1e-11
    blocks[m] = (level, g, E[lower], E[upper], W[i, upper])

wd_v, wd_c = W[0, v], W[2, c]
wp_v, wp_c = 1 - wd_v, 1 - wd_c


def first_order(zm, zx):
    return np.array([-(2*zm*wd_v + zx*wp_v), zx*wp_c])


def metal_second_order(zm):
    nv, nc = np.arange(11) != v, np.arange(11) != c
    val = zm**2*wd_v*np.sum(W[1, nv]/(E[v] - E[nv]))
    con = 1.5*zm**2*wd_c*np.sum((W[3, nc] - W[1, nc])/(E[c] - E[nc]))
    return np.array([val, con])


def flip_second_order(zm, zx):
    P = orbital_operators(zm, zx)[1]
    out = []
    for s in (v, c):
        n = np.arange(11) != s
        up = abs(C.conj().T @ (0.5*P) @ C[:, s])**2
        down = abs(C.conj().T @ (0.5*P.T) @ C[:, s])**2
        out.append(np.sum((up[n] - down[n])/(E[s] - E[n])))
    return np.array(out)


# First-order slopes from small couplings, metal and chalcogen separately
eps = 1e-6
for zm, zx in ((eps, 0.0), (0.0, eps), (eps, eps)):
    assert np.allclose(splittings(K, zm, zx)/eps,
                       first_order(zm, zx)/eps, atol=2e-4)
# Second-order metal terms; the neglected cubic terms are below one percent
small = 3e-5
remainder = splittings(K, small, 0) - first_order(small, 0)
assert np.allclose(remainder, metal_second_order(small), rtol=1e-2, atol=1e-13)
# Both couplings together: only spin flips contribute to second order
scale = 0.01
remainder = (splittings(K, scale*zeta_M, scale*zeta_X)
             - first_order(scale*zeta_M, scale*zeta_X))
assert np.allclose(remainder, flip_second_order(scale*zeta_M, scale*zeta_X),
                   rtol=1e-2, atol=1e-13)
# Without spin flips the metal cannot split the conduction state
no_flip = splittings(K, zeta_M, 0, flips=False)
assert abs(no_flip[1]) < 1e-13 and abs(no_flip[0]) > 1e-3
# Powers of the metal coupling
powers = np.log2(abs(splittings(K, 6e-4, 0)/splittings(K, 3e-4, 0)))
assert abs(powers[0] - 1) < 0.01 and abs(powers[1] - 2) < 0.05
# Time reversal
full = splittings(K, zeta_M, zeta_X)
opposite = splittings(-K, zeta_M, zeta_X)
assert np.allclose(full, -opposite, atol=1e-12)

first = first_order(zeta_M, zeta_X)
second = flip_second_order(zeta_M, zeta_X)
metal2 = metal_second_order(zeta_M)
metal_only = splittings(K, zeta_M, 0)
heavy = splittings(K, 3*zeta_M, zeta_X)
heavy_metal_only = splittings(K, 3*zeta_M, 0)
assert np.allclose(first + second, full, rtol=0.10)
assert abs(full[1]/full[0]) < 0.2


def show(label, value, unit="mHa", digits=4):
    factor = 1000 if unit == "mHa" else 1
    print(f"{label}: {factor*value:.{digits}f} {unit}")


show("lattice constant", a, "bohr", 1)
show("chalcogen height", height, "bohr", 1)
print(f"on-site d even, d odd, p: {1e3*E_even:.1f}, {1e3*E_odd:.1f}, "
      f"{1e3*E_p:.1f} mHa")
print(f"pd sigma, pi: {1e3*pd_sigma:.1f}, {1e3*pd_pi:.1f} mHa")
print(f"dd sigma, pi, delta: {1e3*dd_sigma:.1f}, {1e3*dd_pi:.1f}, "
      f"{1e3*dd_delta:.1f} mHa")
show("zeta metal", zeta_M, digits=1)
show("zeta chalcogen", zeta_X, digits=1)
for m, (level, g, low, high, weight) in blocks.items():
    print(f"m={m:+d} metal level, coupling g: {1e3*level:.3f}, {1e3*g:.3f} mHa")
    print(f"m={m:+d} lower, upper energy: {1e3*low:.3f}, {1e3*high:.3f} mHa")
    print(f"m={m:+d} metal weight in upper state: {weight:.5f} (no unit)")
show("spinless gap at K", E[c] - E[v], digits=3)
for i, name in enumerate(("valence", "conduction")):
    show(name + " first order", first[i])
    show(name + " second order, metal only", metal2[i])
    show(name + " second order, both atoms", second[i])
    show(name + " first plus second order", first[i] + second[i])
    show(name + " full diagonalization", full[i])
    show(name + " full diagonalization", 1000*HARTREE_EV*full[i], "meV", 2)
    show(name + " full, zeta chalcogen = 0", metal_only[i])
    show(name + " full, zeta metal tripled", heavy[i])
    show(name + " metal tripled, zeta chalcogen = 0", heavy_metal_only[i])
    show(name + " power of zeta metal", powers[i], "(no unit)")
show("conduction/valence size ratio", abs(full[1]/full[0]), "(no unit)")
show("same ratio, zeta chalcogen = 0",
     abs(metal_only[1]/metal_only[0]), "(no unit)")
show("valence weight outside its K pair at 0.8 K", mixed_off, "(no unit)")
show("valence m=+1 weight, mirror broken by 20 mHa",
     W_bias[3, v], "(no unit)", 6)
print("finished without a failed check")
```

Printed output:

```
lattice constant: 6.0 bohr
chalcogen height: 3.0 bohr
on-site d even, d odd, p: 0.0, 60.0, -120.0 mHa
pd sigma, pi: 80.0, -48.0 mHa
dd sigma, pi, delta: -20.0, 10.0, 0.0 mHa
zeta metal: 3.0 mHa
zeta chalcogen: 2.0 mHa
m=-2 metal level, coupling g: 7.500, 46.474 mHa
m=-2 lower, upper energy: -135.142, 22.642 mHa
m=-2 metal weight in upper state: 0.90403 (no unit)
m=+0 metal level, coupling g: 15.000, 106.721 mHa
m=+0 lower, upper energy: -178.776, 73.776 mHa
m=+0 metal weight in upper state: 0.76727 (no unit)
m=-1 metal level, coupling g: 45.000, 119.121 mHa
m=-1 lower, upper energy: -182.400, 107.400 mHa
m=-1 metal weight in upper state: 0.78468 (no unit)
m=+1 metal level, coupling g: 45.000, 186.141 mHa
m=+1 lower, upper energy: -241.104, 166.104 mHa
m=+1 metal weight in upper state: 0.70260 (no unit)
spinless gap at K: 51.134 mHa
valence first order: -5.6161 mHa
valence second order, metal only: -0.0668 mHa
valence second order, both atoms: -0.0494 mHa
valence first plus second order: -5.6655 mHa
valence full diagonalization: -5.6623 mHa
valence full diagonalization: -154.08 meV
valence full, zeta chalcogen = 0: -5.4873 mHa
valence full, zeta metal tripled: -16.9242 mHa
valence metal tripled, zeta chalcogen = 0: -16.7804 mHa
valence power of zeta metal: 1.0017 (no unit)
conduction first order: 0.4655 mHa
conduction second order, metal only: 0.1640 mHa
conduction second order, both atoms: 0.1048 mHa
conduction first plus second order: 0.5703 mHa
conduction full diagonalization: 0.5741 mHa
conduction full diagonalization: 15.62 meV
conduction full, zeta chalcogen = 0: 0.1696 mHa
conduction full, zeta metal tripled: 1.8105 mHa
conduction metal tripled, zeta chalcogen = 0: 1.5303 mHa
conduction power of zeta metal: 2.0059 (no unit)
conduction/valence size ratio: 0.1014 (no unit)
same ratio, zeta chalcogen = 0: 0.0309 (no unit)
valence weight outside its K pair at 0.8 K: 0.2125 (no unit)
valence m=+1 weight, mirror broken by 20 mHa: 0.000232 (no unit)
finished without a failed check
```
